# Why the apex of a conformally filled V-trench rises at v/sin a

**Result.** A long trench has two flat walls that meet in a sharp line at the bottom. Each wall makes the half-angle $a$ with the vertical symmetry plane, $0<a<90^\circ$. If every element of the surface grows along its own normal at the planar speed $v$, the lowest line of the surface, the apex, rises at

$$\frac{dh}{dt}=\frac{v}{\sin a}.$$

In a trench of depth $D$ this holds until a flat surface would have gained the thickness $D\sin a/\cos^2 a$. After that the edges of the mouth control the apex, and its speed falls towards $v$.

**Conventions.** The cross-section is described by $x$, measured from the symmetry plane, and $y$, measured upwards from the original apex. The deposit grows into the liquid above. The planar thickness is $s=vt$. "Conformal" means that $v$ is the same everywhere on the surface. If $v$ changes with time but stays uniform, the results below hold with $s=\int v\,dt$, because they depend on the thickness alone.

## 1. One tilted wall

The right-hand wall is the line $y=x\cot a$. Its unit normal pointing into the liquid is $\mathbf n=(-\cos a,\ \sin a)$. This is perpendicular to the wall direction $(\sin a,\cos a)$, since $-\cos a\sin a+\sin a\cos a=0$, and it points upwards and towards the symmetry plane.

After growth by $s$, the wall consists of the points whose distance from the original line, measured along $\mathbf n$, is $s$:

$$-x\cos a+y\sin a=s .$$

Division by $\sin a$ gives

$$y=x\cot a+\frac{s}{\sin a}.$$

At fixed $x$ the wall therefore rises by $s/\sin a$, although it has moved only $s$ along its normal. The vertical line crosses the new layer obliquely, so its path through the layer is longer than the layer is thick.

The same result follows from the slope. A surface element with slope $y'=dy/dx$ and normal speed $v$ rises at fixed $x$ at the rate

$$\frac{\partial y}{\partial t}=v\sqrt{1+y'^2},$$

because the cosine of the angle between its normal and the vertical is $1/\sqrt{1+y'^2}$. With $y'=\cot a$ and $1+\cot^2a=1/\sin^2a$, the rate is $v/\sin a$.

*Limit.* For $a\to90^\circ$ the wall is horizontal and the rate is $v$, as it must be.

## 2. Two walls and their apex

At the apex two walls grow into each other, and a rule is needed for the place where they meet. A liquid point becomes solid when the deposit first reaches it. Since the speed is uniform, the first arrival comes from the nearest point of the original surface. The front at thickness $s$ is thus the set of liquid points whose shortest distance to the original surface is $s$. Parts of the shifted walls that have crossed each other lie inside metal already deposited, and they are discarded.

Take a liquid point with $x\ge0$. Its distance from the line of the right wall is $y\sin a-x\cos a$. The foot of this perpendicular lies at the position $x\sin a+y\cos a\ge0$ along the wall, so it is on the wall and not on its extension below the apex. The distance from the line of the left wall is $y\sin a+x\cos a$, which is no smaller. The right wall is therefore the nearer one. By symmetry, for either sign of $x$,

$$\text{shortest distance}=y\sin a-|x|\cos a .$$

Setting this equal to $s$ gives the front:

$$y=|x|\cot a+\frac{s}{\sin a}.$$

It is the same V, lifted by $s/\sin a$. At $x=0$,

$$h=\frac{s}{\sin a}=\frac{vt}{\sin a},\qquad \frac{dh}{dt}=\frac{v}{\sin a}.$$

*Test.* The apex height was found numerically by searching for the point on the axis at distance $s$ from a finely sampled trench surface. The ratio of apex speed to planar speed came out as 11.47371, 2.92380, 1.41421 and 1.01543 for half-angles of 5, 20, 45 and 80 degrees. These agree with $1/\sin a$ to all the digits given.

*Limits.* A wide V approaches the planar speed. For a narrow V, $\sin a\approx a$ in radians, and the speed grows as $v/a$. This growth without bound belongs to the geometry; in a real bath, the supply of ions must keep up with it, which section 7 examines for a half-angle of $20^\circ$.

## 3. A smoothed apex keeps the same speed

A real apex is not perfectly sharp, and at the lowest point of a smooth surface the slope is zero. The local law of section 1 would then give the speed $v$, not $v/\sin a$. To see what happens, add a weak smoothing term with a small length $\varepsilon$:

$$\frac{\partial y}{\partial t}=v\left(\sqrt{1+y'^2}+\varepsilon y''\right).$$

Look for a shape that rises unchanged at speed $c$. With $p=y'$ it must satisfy

$$\frac{c}{v}=\sqrt{1+p^2}+\varepsilon\frac{dp}{dx}.$$

Far from the apex the walls are straight, so $dp/dx\to0$ and $p\to\pm\cot a$. Hence $c=v/\sin a$, whatever the value of $\varepsilon$. Between the walls,

$$\varepsilon\frac{dp}{dx}=\frac{1}{\sin a}-\sqrt{1+p^2}>0\quad\text{for }|p|<\cot a,$$

so the slope rises steadily from $-\cot a$ to $\cot a$ and the shape exists. At the lowest point, where $p=0$, the smoothing term supplies the missing part, $\varepsilon y''=1/\sin a-1$. If the bottom lagged behind the walls, its curvature would increase until it kept pace.

*Test.* The growth law was integrated on a grid with smoothing of this kind, for $a=20^\circ$. The lowest point moved at 2.9238 times the planar speed, and changing the grid spacing from 1 nm to 0.5 nm altered this ratio by no more than rounding error. The shortest-distance rule was not used in that calculation.

## 4. Where the extra speed comes from

The apex outruns the walls, yet no surface element receives more metal than any other. A count of the deposited area shows this.

Mark off a length $\ell$ of the original right wall, starting at the apex, and draw the normal at its upper end. The new apex, at height $h=s/\sin a$, has its nearest point on the wall at the distance

$$h\cos a=s\cot a$$

from the original apex. The part of the new front that belongs to the marked wall therefore has the length $\ell-s\cot a$. Each wall loses surface at the apex, where it runs into the other wall.

The deposit on this side is a region bounded by the old wall, the end normal, the new front and the symmetry axis. It is a trapezoid with parallel sides $\ell$ and $\ell-s\cot a$ at separation $s$, so its area is

$$A=\frac{s}{2}\left[\ell+(\ell-s\cot a)\right]=s\ell-\frac{s^2}{2}\cot a .$$

Differentiation with $ds/dt=v$ gives

$$\frac{dA}{dt}=v\,(\ell-s\cot a)=v\times(\text{current surface length}).$$

The deposit per unit surface and time is $v$ throughout. The apex is the intersection of two moving lines, and an intersection can move faster than either line moves along its normal.

*Test.* For $a=20^\circ$, $D=1000$ nm and $s=200$ nm, the nearest point to the apex was found numerically 549.49 nm up the wall; the formula $s\cot a$ gives 549.50 nm. For the whole front, including the rounded shoulders, the rate of area growth divided by speed times surface length was 0.9999.

## 5. A trench of finite depth

Now let the walls end at height $D$, where a wide flat field begins on either side. The half-width of the mouth is $W=D\tan a$, and each wall has the length $L=D/\cos a$.

The derivation in section 2 needs the foot of the perpendicular to lie on the wall. For the apex this means $h\cos a\le D/\cos a$, or

$$h\le\frac{D}{\cos^2a},\qquad s=h\sin a\le\frac{D\sin a}{\cos^2a}.$$

Beyond this limit the nearest original point is the shoulder at $(W,D)$. The field cannot be nearer to the axis, because all its other points lie at the same height and farther out. From the shoulder,

$$s^2=W^2+(h-D)^2 .$$

At the changeover $h-D=D(1/\cos^2a-1)=D\tan^2a>0$, so the positive root applies:

$$h=D+\sqrt{s^2-W^2},\qquad \frac{dh}{dt}=\frac{vs}{\sqrt{s^2-W^2}} .$$

*Continuity.* At the changeover $s=D\sin a/\cos^2a=W/\cos a$. Then $\sqrt{s^2-W^2}=W\sqrt{1/\cos^2a-1}=W\tan a=D\tan^2a$, which gives the height found above. The speed is $v(W/\cos a)/(W\tan a)=v/\sin a$. Height and speed both join without a jump.

*Late limit.* For $s\gg W$ the speed tends to $v$. The field then stands at $D+s$, so the remaining dimple is

$$D+s-h=s-\sqrt{s^2-W^2}=\frac{W^2}{s+\sqrt{s^2-W^2}}\approx\frac{W^2}{2s}.$$

It shrinks with further plating but does not vanish at any finite thickness. Conformal growth fills this trench without a void, yet it leaves a surface that still has to be levelled.

## 6. A rounded bottom

Suppose that the bottom is a circular arc of radius $r$, tangent to both walls, with $r$ small enough for the tangent points to lie on the walls. Keep $y=0$ at the point where the extended walls would meet. The centre of the arc is at distance $r$ from each wall, so its height is $r/\sin a$, and the bottom starts at $r/\sin a-r$.

Growth towards the centre reduces the radius to $r-s$. The lowest point is then at

$$h=\frac{r}{\sin a}-r+s\qquad(s\le r),$$

and it rises at $v$. At $s=r$ the arc has shrunk to a sharp line at $h=r/\sin a$, which is the height $s/\sin a$ of a trench that was sharp from the start. From then on the straight walls are nearest and $h=s/\sin a$. The rounded bottom begins with a lead in height, loses it while it rises slowly, and leaves no later trace in the apex height. This remains true after the shoulders take over, because the formula for that stage does not contain $r$.

*Test.* For $r=50$ nm and $a=20^\circ$ the nearest-distance calculation gave 121.19 nm at $s=r/2$ and 438.57 nm at $s=3r$, in agreement with the two formulas.

## 7. Example: plating copper into a V-trench

The trench is 1000 nm deep with a half-angle of $20^\circ$, so its mouth is 728 nm wide. The current density is $j=10$ mA/cm². Each copper ion takes up two electrons, and the molar volume is roughly $V_m=7.1$ cm³/mol. If all the current deposits metal, Faraday's law gives

$$v=\frac{jV_m}{2F}=\frac{0.010\times7.1}{2\times96485}\ \text{cm/s}=3.68\ \text{nm/s}.$$

The apex speed is

$$\frac{v}{\sin a}=2.924\times3.68\ \text{nm/s}=10.8\ \text{nm/s},$$

or about 650 nm/min. The apex reaches the original field level after $1000/10.76=93$ s, whereas a planar film as thick as the trench is deep would take 272 s. At 93 s the surface is not yet flat, because the field has meanwhile risen by $3.68\times93\approx342$ nm.

The linear law ends after 105 s, at a planar thickness of 387 nm and an apex height of 1132 nm. At a thickness of 600 nm the shoulder formula gives

$$h=1000+\sqrt{600^2-364^2}\ \text{nm}=1477\ \text{nm},$$

while the linear law, used beyond its range, would give 1754 nm. The dimple is $1600-1477=123$ nm deep. The smoothed growth law of section 3 gave 1475 nm for the same apex height on the 0.5 nm grid. That value had risen by about 2 nm from the 1 nm grid, towards the formula.

**Ion supply.** Let the walls consume ions at the uniform flux $N=j/(2F)$, and let the concentration be uniform across the mouth. In the initial trench, a concentration $c=c_0+gy$ satisfies the steady diffusion equation, since its second derivatives vanish. The direction from the liquid into the right wall is $(\cos a,-\sin a)$, so the flux into that wall is $D_{\rm ion}\,g\sin a$. Setting it equal to $N$ gives

$$g=\frac{N}{D_{\rm ion}\sin a},\qquad \Delta c=gD=\frac{ND}{D_{\rm ion}\sin a}.$$

With roughly $D_{\rm ion}=5\times10^{-6}$ cm²/s, a flat diffusion layer 30 µm thick outside the trench takes up a drop of about 31 mmol/L. The trench is 30 times shorter, but its drop carries the factor $1/\sin a$, so

$$\Delta c\approx\frac{31}{30}\times2.924\ \text{mmol/L}\approx3\ \text{mmol/L}.$$

The trench also draws more ions than a flat surface as wide as its mouth. The extra supply per unit length is $Q=2WN(1/\sin a-1)$. If it converges radially through a half-space, from the layer thickness $\delta$ down to $W$, the additional drop is $Q\ln(\delta/W)/(\pi D_{\rm ion})$, about 2 mmol/L. This is a rough value for a trench without close neighbours; treating the mouth as a uniform strip sink below a flat diffusion layer gives 2.3 mmol/L at its edges and 2.6 mmol/L at its centre. From a bulk concentration of 500 mmol/L, some 470 mmol/L remain at the mouth, and the drop inside the trench is about 0.65% of that. If the rate is proportional to concentration, the bottom grows more slowly than the mouth by roughly this fraction.

**Ohmic drop.** The potential obeys the same equation with the same kind of boundary condition, so the drop is $jD/(\kappa\sin a)$. For a conductivity $\kappa$ of roughly 0.5 S/cm it is about 6 µV. With an exponential rate law and a transfer coefficient of 0.5 at 298 K, this changes the rate by about 0.01%. The exponential law requires a current well above the exchange current, and a weakly acid bath with a tenth of this conductivity would give about 0.1%.

**Accelerator.** The largest effect estimated here comes from additive chemistry. An accelerator that adsorbs and stays on the surface is gathered as the walls lose length. If all of it is retained and spreads evenly over what remains of the wall, its coverage becomes

$$\theta=\theta_0\,\frac{L}{L-s\cot a}.$$

The formula can hold only while $\theta\le1$, which here excludes the last stage before the walls vanish. Half of each wall has gone at $s=(L/2)\tan a=194$ nm, and the coverage has then doubled. Assume a starting coverage of 0.05 and a growth rate that increases linearly to ten times its bare value at full coverage, so that $v\propto1+9\theta$. The rate then rises by the factor

$$\frac{1+9\times0.10}{1+9\times0.05}=\frac{1.90}{1.45}=1.31 .$$

This 31% is an estimate: it takes the loss of wall length from conformal growth and ignores exchange with the shoulders and the bath. If the accelerator stays close to the apex instead of spreading, $v$ is no longer uniform and the front need not remain a V.

**Beside the real process.** The current density and bath values are rough figures in the regime of acid copper plating. The half-angle is far from that of chip wiring, whose trenches have nearly vertical walls; it was chosen to give a clear V. For the numbers used here, ion depletion and ohmic drop make the growth rates at the mouth and at the bottom of the initial trench differ by less than 1%. With the extra drop outside the mouth included, the bottom of an isolated trench grows about 1% more slowly than the distant field. Both figures belong to this geometry. The drop inside the trench scales as $1/\sin a$ and reaches about 6% at a half-angle of $2^\circ$ for the same depth. In an array of $20^\circ$ trenches whose mouths cover half the surface, the shared diffusion layer carries the extra demand, and the bottoms grow about 6% more slowly than a flat region far from the array. Baths made for filling features from the bottom up break the assumption of uniform speed on purpose, and the accelerator estimate puts that change at about 30% halfway through the loss of the walls for the assumed starting coverage of 0.05 (8% for a starting coverage of 0.01, and 12% if the accelerator also spreads over the growing shoulder arcs). For such a bath $v/\sin a$ is a reference value: an apex that rises faster than this, at the measured planar speed, indicates growth that is not conformal, provided the walls are straight and the shoulders have not yet taken over. Most of the computed values are listed in the numerical output.

## Table of computed values

```
Apex speed / planar speed, from nearest distances and from 1/sin(a):
  a = 5 deg: 11.47371 and 11.47371
  a = 20 deg: 2.92380 and 2.92380
  a = 45 deg: 1.41421 and 1.41421
  a = 80 deg: 1.01543 and 1.01543
Half-angle: 20 deg
Trench depth: 1000 nm
Full mouth width: 727.94 nm
Wall length: 1064.2 nm
Current density: 10 mA/cm2
Charge number: 2 (no unit)
Molar volume, rough: 7.1 cm3/mol
Planar growth speed: 3.679 nm/s
Apex speed: 10.76 nm/s
Apex speed, converted: 645.5 nm/min
Time for apex to reach original field level: 92.96 s
Time for planar film as thick as the depth: 271.8 s
Linear law ends at planar thickness: 387.33 nm
Linear law ends at apex height: 1132.5 nm
Linear law ends at time: 105.3 s
Later planar thickness: 600 nm
Apex height then: 1477 nm
Linear law would give: 1754.3 nm
Dimple depth then: 123 nm
Thickness for wall-loss and area checks: 200 nm
Apex height there, nearest distance: 584.76 nm
Wall length lost there, nearest point: 549.49 nm
Wall length lost there, formula: 549.5 nm
Area growth / (speed x surface length): 0.99989 (no unit)
Bottom radius in rounding test: 50 nm
Rounded bottom, height at s = r/2: 121.19 nm
Rounded bottom, height at s = 3r: 438.57 nm
Time until rounded bottom is sharp: 13.59 s
Smoothed growth, speed ratio, 0.5 nm grid: 2.9238 (no unit)
Shift of that ratio from 1 nm grid: 5.2e-14 (no unit)
Smoothed growth, later apex height, 0.5 nm grid: 1474.6 nm
Shift of that height from 1 nm grid: 1.85 nm
Bulk ion concentration, rough: 500 mmol/L
Ion diffusion coefficient, rough: 5e-06 cm2/s
Diffusion layer, rough: 30 um
Concentration drop across diffusion layer: 31.1 mmol/L
Extra drop just outside mouth: 2 mmol/L
Concentration drop inside trench: 3.03 mmol/L
Drop inside / mouth concentration: 0.65 %
Bath conductivity, rough: 0.5 S/cm
Temperature: 298.15 K
Ohmic drop inside trench: 5.85 uV
Rate change from ohmic drop: 0.011 %
Accelerator coverage at start, assumed: 0.05 (no unit)
Full-coverage / bare growth rate, assumed: 10 (no unit)
Planar thickness when half of each wall is lost: 193.7 nm
Accelerator coverage then, if all retained: 0.1 (no unit)
Growth-rate rise from accelerator then: 31 %
```
